\section*{Hertz-Knudsen adsorption and large desorption prefactors from transition-state theory}

\section{What goes wrong with a universal prefactor}

Suppose that a molecule leaves a surface with the rate constant $k_{\rm des}=8.7\ {\rm s^{-1}}$ at 500 K, and that its binding energy is to be found from this number. If the prefactor is taken to be $kT/h\approx10^{13}\ {\rm s^{-1}}$, the binding energy of the model molecule treated below comes out too low by 0.30 eV. If instead the binding energy is known and the rate is wanted, the same choice makes desorption too slow by a factor of about 1100.

There is also a fault of principle. The adsorption rate, the desorption rate and the equilibrium coverage cannot be chosen independently: any two of them fix the third. A kinetic model that combines the gas-kinetic impact rate with an arbitrary desorption prefactor will in general settle at a coverage that contradicts statistical mechanics.

Both rates follow from one calculation. Transition-state theory, applied to a plane on which the molecule is still free to move sideways and to rotate, gives the Hertz-Knudsen adsorption rate. Detailed balance then gives the desorption constant. Its prefactor is far above $kT/h$ when binding has taken away much of that freedom and sticking is efficient, and not otherwise.

\section{The model}

An ideal gas of linear molecules of mass $m$ has pressure $p$, temperature $T$ and number density $n=p/kT$. The surface is tiled by equal sites of area $A$. Each site holds at most one molecule, and adsorbed molecules do not interact.

The dividing surface is a plane parallel to the solid, far enough out that the molecule does not feel the surface there. No energy barrier lies between this plane and the adsorbed state. At first, every molecule that crosses the plane inward above an empty site is taken to stick, and every molecule that arrives above an occupied site is taken to return to the gas. Imperfect sticking is treated later.

Energies of the gas are counted from its lowest level. The lowest adsorbed level lies at $-D_0$, so $D_0>0$ is the binding energy with zero-point energy included. Each partition function is counted from the lowest level of its own species. The bond vibration inside the molecule is assumed unchanged by adsorption, and spin and electronic degeneracies are assumed equal in both states; these factors cancel and are omitted.

\section{Counting the states of the gas}

For one direction with periodic length $L$, the momentum is $hj/L$ with integer $j$, and the energy is $h^2j^2/(2mL^2)$. If many levels lie within $kT$, the sum over $j$ may be replaced by an integral:
\begin{equation}
\sum_j e^{-h^2j^2/(2mL^2kT)}\simeq\int_{-\infty}^{\infty}e^{-h^2j^2/(2mL^2kT)}\,dj
=\frac{L\sqrt{2\pi mkT}}{h}=\frac{L}{\Lambda},
\qquad \Lambda=\frac{h}{\sqrt{2\pi mkT}} .
\end{equation}
The Gaussian integral $\int e^{-cj^2}dj=\sqrt{\pi/c}$ was used with $c=h^2/(2mL^2kT)$. The length $\Lambda$ is the thermal wavelength.

Rotation contributes
\begin{equation}
q_{\rm rot}=\sum_{J=0}^{\infty}(2J+1)\,e^{-BJ(J+1)/kT}\simeq\int_0^\infty e^{-Bu/kT}\,du=\frac{kT}{B},
\end{equation}
where $B$ is the rotational constant as an energy. The integral follows from $u=J(J+1)$, $du=(2J+1)\,dJ$, and holds for $kT\gg B$. The two ends of the molecule are taken to be different, so every $J$ is allowed.

Three directions of translation and the rotation give, for the gas in volume $V$,
\begin{equation}
\frac{q_{\rm gas}}{V}=\frac{q_{\rm rot}}{\Lambda^3}.
\end{equation}
On the dividing plane the motion along the normal is treated separately. The two lateral directions and the rotation give, for the part of the plane above one site,
\begin{equation}
q^\ddagger=\frac{A}{\Lambda^2}\,q_{\rm rot}.
\label{eq:qts}
\end{equation}
This is the partition function of a free two-dimensional gas. The molecule is not confined to the area $A$: the whole plane is shared by all sites, and $A$ is the share of one.

In a dilute gas the mean number of molecules in a state of energy $\epsilon$ is $\lambda e^{-\epsilon/kT}$, where $\lambda=e^{\mu/kT}$ and $\mu$ is the chemical potential. Summing over all states gives $nV=\lambda q_{\rm gas}$, so
\begin{equation}
\lambda=\frac{n}{q_{\rm gas}/V}=\frac{n\Lambda^3}{q_{\rm rot}} .
\label{eq:lambda}
\end{equation}

\section{The adsorption rate}

Let $z$ be the height and $p_z$ the momentum component toward the surface. A thin layer of thickness $dz$ at the plane contains $dz\,dp_z/h$ states of normal motion in the range $dp_z$. Each is combined with all lateral and rotational states, so the layer above one site contains on average
\begin{equation}
\lambda\,q^\ddagger\,e^{-p_z^2/(2mkT)}\,\frac{dz\,dp_z}{h}
\end{equation}
molecules in this range. They cross the layer in the time $dz/(p_z/m)$. Dividing by this time and adding all inward momenta gives the rate per empty site:
\begin{equation}
r=\lambda q^\ddagger\int_0^\infty\frac{p_z}{m}\,e^{-p_z^2/(2mkT)}\,\frac{dp_z}{h}
=\lambda q^\ddagger\,\frac{1}{mh}\,(mkT)=\frac{kT}{h}\,q^\ddagger\lambda .
\label{eq:tst}
\end{equation}
The factor $kT/h$ is therefore the one-way flow in the normal direction for unit $\lambda q^\ddagger$. It is not yet a rate constant of any particular process.

Inserting Eqs. (\ref{eq:qts}) and (\ref{eq:lambda}), we find
\begin{align}
r&=\frac{kT}{h}\,\frac{A\,q_{\rm rot}}{\Lambda^2}\,\frac{n\Lambda^3}{q_{\rm rot}}
=nA\,\frac{kT}{h}\,\Lambda \nonumber\\
&=nA\,\frac{kT}{\sqrt{2\pi mkT}}=\frac{pA}{\sqrt{2\pi mkT}} .
\label{eq:hk}
\end{align}
The last step uses $nkT=p$. This is the Hertz-Knudsen rate. The rotational factor cancels because the molecule rotates as freely on the plane as in the gas. Planck's constant cancels because two powers of $1/\Lambda$ on the plane stand against three in the gas, and the remaining $\Lambda$ removes the $h$ of $kT/h$.

The result must agree with the flux found directly from the Maxwell distribution of the normal velocity $v$, and it does:
\begin{equation}
nA\int_0^\infty v\,\sqrt{\frac{m}{2\pi kT}}\;e^{-mv^2/(2kT)}\,dv
=nA\,\sqrt{\frac{m}{2\pi kT}}\,\frac{kT}{m}=nA\sqrt{\frac{kT}{2\pi m}} .
\end{equation}
With $n=p/kT$ this is Eq. (\ref{eq:hk}) again.

\section{Equilibrium and the desorption constant}

An immobile adsorbate is one that is localized in the well of its site. Let $q_{\rm ads}$ be its partition function. A site is either empty, with weight 1, or occupied, with weight $\lambda q_{\rm ads}e^{D_0/kT}$; the exponential is positive because the lowest adsorbed level lies at $-D_0$. In equilibrium with the gas, the fraction $\theta$ of occupied sites obeys
\begin{equation}
\frac{\theta}{1-\theta}=\lambda\,q_{\rm ads}\,e^{D_0/kT}.
\label{eq:iso}
\end{equation}

Detailed balance requires that adsorption and desorption through the plane cancel at equilibrium: $r(1-\theta)=k_{\rm des}\theta$. With Eqs. (\ref{eq:tst}) and (\ref{eq:iso}),
\begin{equation}
k_{\rm des}=r\,\frac{1-\theta}{\theta}
=\frac{kT}{h}\,\frac{q^\ddagger\lambda}{\lambda q_{\rm ads}e^{D_0/kT}}
=\frac{kT}{h}\,\frac{q^\ddagger}{q_{\rm ads}}\,e^{-D_0/kT}.
\end{equation}
The factor $\lambda$ has cancelled, so the constant does not depend on the gas pressure. Writing out $q^\ddagger$ gives
\begin{equation}
\boxed{\;k_{\rm des}=\nu\,e^{-D_0/kT},\qquad
\nu=\frac{kT}{h}\,\frac{A}{\Lambda^2}\,\frac{q_{\rm rot}}{q_{\rm ads}}\;}
\label{eq:nu}
\end{equation}

Although equilibrium was used to find it, the constant also describes desorption into vacuum, provided that the adsorbed molecules stay in thermal equilibrium with the solid. Their distribution over levels is then the same as before, and so is their rate of escape.

\section{Where the excess comes from}

Equation (\ref{eq:nu}) gives $\nu\gg kT/h$ under the condition
\begin{equation}
\frac{A}{\Lambda^2}\,q_{\rm rot}\gg q_{\rm ads}.
\end{equation}
The left side counts the thermally accessible states on the plane, the right side those in the well. The excess is mainly an entropy effect: many more states are open to the leaving molecule than to the bound one. It is not purely one, because $\ln q$ equals the entropy in units of $k$ minus the mean energy above the lowest level in units of $kT$. In the example below, $\ln 1102=7.0$ consists of 5.6 from the entropy difference and 1.4 from the energy difference: the five adsorbate modes hold 145 meV, the lateral motion and rotation on the plane 86 meV.

For an upright linear molecule, the two lateral translations become vibrations against the site, the two rotations become tilting vibrations, and the motion along the normal becomes a vibration against the surface. In the harmonic approximation a mode with quantum $\varepsilon$ has
\begin{equation}
q=\sum_{j=0}^\infty e^{-j\varepsilon/kT}=\frac{1}{1-e^{-\varepsilon/kT}},
\end{equation}
and $q_{\rm ads}=q_{\rm lat}q_{\rm tilt}q_\perp$, where $q_{\rm lat}$ and $q_{\rm tilt}$ each contain two modes. Hence
\begin{equation}
\frac{\nu}{kT/h}=\frac{A}{\Lambda^2q_{\rm lat}}\;\cdot\;\frac{q_{\rm rot}}{q_{\rm tilt}}\;\cdot\;\frac{1}{q_\perp}.
\label{eq:factors}
\end{equation}
The first factor is the gain of lateral freedom and the second the gain of rotational freedom. The third is at most 1, since $q_\perp\ge1$.

\section{Three limits}

\subsection*{Frozen adsorbate}
If all quanta are much larger than $kT$, then $q_{\rm ads}\to1$. Since $q_{\rm ads}\ge1$, this is the upper limit of $\nu$ for given $m$, $A$, $B$ and $T$.

\subsection*{Mobile adsorbate}
Now let the adsorbed molecule slide and rotate freely, and let the layer be dilute. Its density per area is $\lambda(q_{\rm rot}/\Lambda^2)\,q_\perp e^{D_0/kT}$. By Eq. (\ref{eq:tst}), the inward flux per area is $(kT/h)\lambda q_{\rm rot}/\Lambda^2$. Their ratio is the desorption constant, with prefactor
\begin{equation}
\nu_{\rm mobile}=\frac{kT}{h}\,\frac1{q_\perp}=\frac{kT}{h}\left(1-e^{-\varepsilon_\perp/kT}\right)\le\frac{kT}{h}.
\end{equation}
Nothing is gained sideways or in rotation, so there is no excess. For $\varepsilon_\perp\ll kT$ the bracket becomes $\varepsilon_\perp/kT$, and the prefactor becomes the vibration frequency $\varepsilon_\perp/h$.

\subsection*{Classical atom in a harmonic site}
An atom has no rotation, so $q_{\rm rot}$ is replaced by 1 and three vibrations remain, with frequencies $f_x,f_y,f_z$. If $hf\ll kT$ for each, then $q\simeq kT/hf$, and
\begin{equation}
\nu\simeq\frac{kT}{h}\,\frac{2\pi mkT\,A}{h^2}\,\frac{h^3f_xf_yf_z}{(kT)^3}
=\frac{2\pi mA\,f_xf_yf_z}{kT}.
\label{eq:classical}
\end{equation}
Planck's constant is gone. With $f_x=f_y$, the mean square displacement in one lateral direction is $\sigma^2=kT/[m(2\pi f_x)^2]$ by equipartition, so that $2\pi mf_x^2/kT=1/(2\pi\sigma^2)$ and
\begin{equation}
\nu\simeq f_z\,\frac{A}{2\pi\sigma^2}.
\end{equation}
The atom strikes outward $f_z$ times per second, and the rate is enhanced by the ratio of the site area to the area over which the bound atom wanders. A large prefactor thus does not require quantum effects.

Equation (\ref{eq:classical}) was tested against the classical phase-space flux in a corrugated Morse potential, where the motions are coupled and anharmonic. The prefactor lies below the harmonic formula by 3.5\% when $kT$ is 0.01 of the well depth and by 1.8\% when it is 0.005. The deviation halves with the temperature, as a leading anharmonic correction should. Without corrugation the same calculation approaches the mobile limit $f_z$.

\section{Worked example}

The model molecule has mass 28 u, $B=0.25$ meV, $D_0=1.50$ eV and site area $A=1.0\times10^{-19}\ {\rm m^2}$. The lateral quanta are 10 meV; the tilting and perpendicular quanta are 50 meV. These are round model parameters. At $T=500$ K,
\[
kT=43.09\ {\rm meV},\qquad \frac{kT}{h}=1.042\times10^{13}\ {\rm s^{-1}},\qquad \Lambda=1.4755\times10^{-11}\ {\rm m}.
\]

\subsection*{Adsorption}
At $p=0.01$ Pa, with $kT=6.903\times10^{-21}$ J, the density is $n=1.449\times10^{18}\ {\rm m^{-3}}$. Equation (\ref{eq:hk}) in the form $r=nA(kT/h)\Lambda$ gives
\[
r=(1.449\times10^{18})(10^{-19})(1.042\times10^{13})(1.4755\times10^{-11})\ {\rm s^{-1}}=22.3\ {\rm s^{-1}}
\]
per empty site. Explicit level sums and the velocity integral give the same value.

\subsection*{Prefactor}
The counts are $A/\Lambda^2=459.3$, $q_{\rm rot}=172.7$, $q_{\rm lat}=23.31$, $q_{\rm tilt}=2.121$ and $q_\perp=1.456$. Equation (\ref{eq:factors}) becomes
\[
\frac{\nu}{kT/h}=\frac{459.3}{23.31}\cdot\frac{172.7}{2.121}\cdot\frac1{1.456}
=19.7\times81.4\times0.687\approx1.10\times10^3,
\]
so $\nu=1.15\times10^{16}\ {\rm s^{-1}}$. In this model the loss of rotation matters more than the loss of lateral motion. The comparison assumes that the soft modes are pure sliding and the stiff ones pure tilting. For a molecule bound by one end the normal modes can mix the two motions; then only the product of the two factors is defined, and the sliding barrier estimated below from the full mass and the soft quantum does not apply. The frozen limit would be $8.3\times10^{17}\ {\rm s^{-1}}$, and a mobile, freely rotating adsorbate would have $7.2\times10^{12}\ {\rm s^{-1}}$.

\subsection*{Desorption and coverage}
The exponent is $-1500/43.087=-34.813$, hence
\[
k_{\rm des}=1.148\times10^{16}\,e^{-34.813}\ {\rm s^{-1}}\approx8.7\ {\rm s^{-1}}.
\]
The coverage follows from $r(1-\theta)=k_{\rm des}\theta$:
\[
\theta=\frac{r}{r+k_{\rm des}}=\frac{22.3}{22.3+8.7}=0.72 .
\]
Half coverage requires $r=k_{\rm des}$. Since $r$ is proportional to $p$, this happens at $0.01\times8.72/22.27=3.9\times10^{-3}$ Pa.

With $kT/h$ in place of $\nu$, the desorption constant would be $0.0079\ {\rm s^{-1}}$. If instead a binding energy is inferred from a given rate by $D_0=kT\ln(\text{prefactor}/k_{\rm des})$, the same replacement lowers it by
\[
kT\ln\frac{\nu}{kT/h}=0.04309\times\ln1102\ {\rm eV}=0.30\ {\rm eV}.
\]

\subsection*{Is the adsorbate localized?}
In a harmonic mode the mean potential energy is half the total, $\tfrac12m\omega^2\langle x^2\rangle=\tfrac12\varepsilon(\langle j\rangle+\tfrac12)$ with $\varepsilon=\hbar\omega$, so
\begin{equation}
\langle x^2\rangle=\frac{\hbar^2}{m\varepsilon}\left(\langle j\rangle+\tfrac12\right).
\end{equation}
The root mean square displacement in one lateral direction is $2.5\times10^{-11}$ m, about 8\% of the site length $3.16\times10^{-10}$ m. The assumption of a localized molecule is consistent with the chosen quanta. A cosine potential with the site length $a$ as period and the same curvature at its minimum has the barrier $m\omega^2a^2/(2\pi^2)=0.34$ eV, about $8kT$. Its $q_{\rm lat}$ is about 8\% above the harmonic value, so $\nu$ would be about 7\% lower, and the energy shift of 0.30 eV is unchanged at this precision. For softer lateral modes the harmonic $q_{\rm lat}$ fails well before the displacement reaches the site length, because the barrier falls as the square of the quantum. With 5 meV the displacement is 16\% of the site length, the barrier is about $2kT$, and the cosine $q_{\rm lat}$ lies 36\% above the harmonic value. With 1 meV the molecule is nearly free to slide, and the harmonic value is too large by a factor of about 4.

\section{The prefactor in an Arrhenius plot}

A plot of $\ln k_{\rm des}$ against $1/kT$ does not yield $D_0$ and $\nu$ themselves, because $\nu$ depends on temperature. Let $\beta=1/kT$. In Eq. (\ref{eq:nu}), $kT/h$ varies as $\beta^{-1}$ and $\Lambda^{-2}$ also as $\beta^{-1}$. For any partition function, $-d\ln q/d\beta$ is the mean energy above the lowest level. The slope therefore gives
\begin{equation}
E_{\rm a}=-\frac{d\ln k_{\rm des}}{d\beta}=D_0+2kT+\langle E_{\rm rot}\rangle-\langle E_{\rm vib}\rangle ,
\label{eq:ea}
\end{equation}
where $\langle E_{\rm vib}\rangle$ belongs to the five adsorbate modes. The tangent has the prefactor
\begin{equation}
A_{\rm arr}=k_{\rm des}\,e^{E_{\rm a}/kT}=\nu\,e^{(E_{\rm a}-D_0)/kT}.
\end{equation}
In the example,
\[
E_{\rm a}=(1500+86.17+43.00-145.01)\ {\rm meV}=1.484\ {\rm eV},
\]
slightly below $D_0$, because the bound molecule already carries more thermal energy than the leaving one needs. Then $A_{\rm arr}=1.148\times10^{16}\,e^{-15.84/43.09}\ {\rm s^{-1}}=7.9\times10^{15}\ {\rm s^{-1}}$.

The same difference controls how $\nu$ varies. Since $k_{\rm des}=\nu e^{-\beta D_0}$, we have $-d\ln\nu/d\beta=E_{\rm a}-D_0$, and $d\beta/\beta=-dT/T$ turns this into
\begin{equation}
\frac{d\ln\nu}{d\ln T}=\frac{E_{\rm a}-D_0}{kT}.
\end{equation}
When the rotor is classical but the vibrations are frozen, the right side is $2+1=3$. When all five vibrations are classical, it is $3-5=-2$. The prefactor thus rises at low temperature and falls at high temperature. In the example it is $1.15\times10^{16}\ {\rm s^{-1}}$ at both 300 and 500 K, and $0.95\times10^{16}\ {\rm s^{-1}}$ at 700 K. Its ratio to $kT/h$ falls from about 1840 through 1100 to 650.

\section{Imperfect sticking and other limits}

Let a fraction $S$ of the molecules that cross inward above an empty site stick, averaged over the thermal flux. The adsorption rate becomes $Sr$. The equilibrium coverage, Eq. (\ref{eq:iso}), contains no dynamics and cannot change. Detailed balance, $Sr(1-\theta)=k\theta$, then requires
\begin{equation}
k=S\,k_{\rm des}.
\end{equation}
Sticking must enter both rates or neither. In a closed test system with 12 sites and 30 molecules in all, the correct mean coverage is 0.50; putting $S=0.3$ into adsorption alone lowers it to 0.25. At fixed pressure it would fall to $0.3/1.3=0.23$. A small $S$ also reduces the effective prefactor to $S\nu$. In the example, the excess over $kT/h$ would vanish at $S\approx1/1100$.

The factor $S$ also covers molecules that are turned back because only some orientations or lateral positions lead into the well. If a true energy barrier lies between the plane and the adsorbed state, $S$ acquires an activated temperature dependence, and a dividing surface at the barrier is the better choice. The lateral and rotational motion there may be hindered, so Eq. (\ref{eq:qts}) no longer applies.

If adsorbed molecules interact, $D_0$ and $q_{\rm ads}$ depend on the surroundings of the site, and a single desorption constant no longer describes all coverages. Detailed balance still links the two rates, but it must be applied to each local arrangement. The numerical check accompanying these notes treats independent sites.

\section*{Numbers as computed}
\begin{verbatim}
molecular mass = 28 u
site area = 1.0e-19 m^2
site length = 3.162e-10 m
binding energy D0 = 1.50 eV
rotational constant = 0.25 meV
lateral quantum (two modes) = 10 meV
tilting quantum (two modes) = 50 meV
perpendicular quantum (one mode) = 50 meV
temperature = 500 K
pressure = 0.01 Pa
kT = 43.087 meV
thermal wavelength = 1.4755e-11 m
adsorption rate, TST level sums = 22.26793 1/s per site
adsorption rate, velocity integral = 22.26793 1/s per site
adsorption rate, Hertz-Knudsen = 22.26793 1/s per site
kT/h = 1.0418e+13 1/s
A/Lambda^2 = 459.33 (no unit)
q_rot, level sum = 172.68 (no unit)
q_rot, classical kT/B = 172.35 (no unit)
q lateral, both modes = 23.309 (no unit)
q tilting, both modes = 2.121 (no unit)
q perpendicular = 1.4563 (no unit)
q_ads = 72.00 (no unit)
lateral factor = 19.71 (no unit)
rotational factor = 81.42 (no unit)
perpendicular factor = 0.6867 (no unit)
nu/(kT/h) = 1101.7 (no unit)
prefactor nu = 1.1478e+16 1/s
nu for frozen adsorbate, q_ads = 1: 8.2636e+17 1/s
nu for mobile, freely rotating adsorbate = 7.1538e+12 1/s
desorption constant = 8.7200 1/s
desorption constant with kT/h instead = 0.00792 1/s
binding-energy error from using kT/h = 0.3018 eV
equilibrium coverage = 0.7186 (no unit)
half-coverage pressure = 3.9160e-03 Pa
lateral rms amplitude, one direction = 2.542e-11 m
mean rotational energy = 43.00 meV
mean vibrational excitation energy = 145.01 meV
Arrhenius energy = 1.4842 eV
Arrhenius prefactor = 7.9480e+15 1/s
T = 300 K: nu = 1.151e+16 1/s, nu/(kT/h) = 1842
T = 500 K: nu = 1.148e+16 1/s, nu/(kT/h) = 1102
T = 700 K: nu = 9.462e+15 1/s, nu/(kT/h) = 649
finite system, canonical coverage = 0.5042 (no unit)
same, sticking 0.3 in adsorption only = 0.2537 (no unit)
classical site, deviation at kT/D = 0.01: 0.0354
classical site, deviation at kT/D = 0.005: 0.0176
classical mobile, deviation at kT/D = 0.01: 0.0051
classical mobile, deviation at kT/D = 0.005: 0.0025
\end{verbatim}
